# The longitudinal-optical absorption peak of a very thin oxide film: test program

```python
# Result under test: a film much thinner than the wavelength, on a transparent
# substrate, absorbs p-polarised light in proportion to a sum of Im(eps) and
# Im(-1/eps). The second term gives a peak near the zero of Re(eps), the LO peak,
# which is absent at normal incidence and in s-polarisation.
# Symbols: nu = wavenumber (1/cm), k = 2 pi nu, d = thickness (cm),
# eps = film dielectric function, EPS_S = substrate dielectric constant,
# theta = angle of incidence in vacuum, absorbance = -ln(T/T_bare).
# The reference side solves the full boundary conditions of the film.
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar

EPS_INF, STRENGTH, NU_T, GAMMA = 2.0, 0.8, 1000.0, 50.0
EPS_S, D_NM, THETA_DEG = 12.0, 2.0, 60.0
D = D_NM * 1e-7
THETA = np.radians(THETA_DEG)
NU_L = NU_T * np.sqrt(1 + STRENGTH / EPS_INF)
MEV = constants.h * constants.c * 100 / constants.e * 1e3


def oscillator(nu, gamma=GAMMA):
    return EPS_INF + STRENGTH * NU_T**2 / (NU_T**2 - nu**2 - 1j * gamma * nu)


def solve_film(nu, eps, d, theta, pol):
    """Full solution: r, forward and backward film amplitudes, t, R, T."""
    nu = np.atleast_1d(np.asarray(nu, float))
    eps = np.atleast_1d(eps).astype(complex)
    s, c = np.sin(theta), np.cos(theta)
    qf, qs = np.sqrt(eps - s**2), np.sqrt(EPS_S - s**2)
    if pol == "p":
        y1, yf, ys = c, qf / eps, qs / EPS_S
    else:
        y1, yf, ys = c, qf, qs
    phase = np.exp(2j * np.pi * nu * qf * d)
    m = np.zeros((nu.size, 4, 4), complex)
    rhs = np.zeros((nu.size, 4, 1), complex)
    m[:, 0, 0], m[:, 0, 1], m[:, 0, 2] = 1, -1, -1
    m[:, 1, 0], m[:, 1, 1], m[:, 1, 2] = y1, yf, -yf
    m[:, 2, 1], m[:, 2, 2], m[:, 2, 3] = phase, 1 / phase, -1
    m[:, 3, 1], m[:, 3, 2], m[:, 3, 3] = yf * phase, -yf / phase, -ys
    rhs[:, 0, 0], rhs[:, 1, 0] = -1, y1
    r, a, b, t = np.linalg.solve(m, rhs)[:, :, 0].T
    return r, a, b, t, abs(r)**2, abs(t)**2 * ys / y1


def full_absorptance(nu, eps, d, theta, pol):
    out = solve_film(nu, eps, d, theta, pol)
    return 1 - out[4] - out[5]


def full_absorbance(nu, eps, d, theta, pol):
    with_film = solve_film(nu, eps, d, theta, pol)[5]
    bare = solve_film(nu, eps, 0.0, theta, pol)[5]
    return -np.log(with_film / bare)


def thin_absorptance(nu, eps, d, theta, pol):
    s, c, kd = np.sin(theta), np.cos(theta), 2 * np.pi * nu * d
    qs = np.sqrt(EPS_S - s**2)
    if pol == "s":
        return 4 * kd * c * eps.imag / (c + qs)**2
    loss = (-1 / eps).imag
    return (4 * kd * c * (qs**2 * eps.imag + s**2 * EPS_S**2 * loss)
            / (c * EPS_S + qs)**2)


def thin_absorbance(nu, eps, d, theta, pol):
    s, c, kd = np.sin(theta), np.cos(theta), 2 * np.pi * nu * d
    qs = np.sqrt(EPS_S - s**2)
    if pol == "s":
        return 2 * kd * eps.imag / (c + qs)
    loss = (-1 / eps).imag
    return (2 * kd * (c * qs * eps.imag + EPS_S * s**2 * loss)
            / (c * EPS_S + qs))


def peak(func, low, high):
    res = minimize_scalar(lambda x: -func(x), bounds=(low, high),
                          method="bounded", options={"xatol": 1e-7})
    return res.x, -res.fun


# Thin-film formulas against the full solution; the error must fall as d squared.
# The film weakens its own fields, so the relative error of the first-order
# absorptance at the strongest peak should equal the absorbance there.
grid = np.arange(850.0, 1350.0, 1.0)
eps_grid = oscillator(grid)
worst = {"absorptance": 0.0, "absorbance": 0.0}
law_ratios = []
for name, full, thin in (
        ("absorptance", full_absorptance, thin_absorptance),
        ("absorbance", full_absorbance, thin_absorbance)):
    for angle in np.radians([0.0, 15.0, 60.0, 80.0]):
        for pol in "ps":
            errors = []
            for d in (D, D / 2):
                ref = full(grid, eps_grid, d, angle, pol)
                diff = np.max(abs(ref - thin(grid, eps_grid, d, angle, pol)))
                errors.append(diff)
                if d == D:
                    relative = diff / np.max(ref)
            assert 3.8 < errors[0] / errors[1] < 4.2
            top = np.max(full_absorbance(grid, eps_grid, D, angle, pol))
            if name == "absorptance":
                assert 0.9 < relative / top < 1.1
                law_ratios.append(relative / top)
            else:
                assert relative / top < 0.5
            worst[name] = max(worst[name], relative)

# Shapes of the two loss terms, found numerically from eps itself.
shape = {}
for name, centre, func in (
        ("TO", NU_T, lambda x: x * oscillator(x).imag),
        ("LO", NU_L, lambda x: x * (-1 / oscillator(x)).imag)):
    pos, top = peak(func, centre - 60, centre + 60)
    left = brentq(lambda x: func(x) - top / 2, centre - 3 * GAMMA, pos)
    right = brentq(lambda x: func(x) - top / 2, pos, centre + 3 * GAMMA)
    shape[name] = (pos, right - left)
    assert abs(pos - centre) < 1e-3 and abs(right - left - GAMMA) < 1e-3

# Position of the upper zero of Re(eps) relative to the LO wavenumber.
nu_zero = brentq(lambda x: oscillator(x).real, NU_T + GAMMA, 1400)
shift_formula = GAMMA**2 * NU_L / (2 * (NU_L**2 - NU_T**2))
assert abs((NU_L - nu_zero) / shift_formula - 1) < 0.05

# Free ringing of the normal polarisation with its own depolarising field.
field_per_p = -1 / EPS_INF
motion = np.array([[0, 1],
                   [-NU_T**2 + STRENGTH * NU_T**2 * field_per_p, -GAMMA]])
free = 1j * np.linalg.eigvals(motion)
free = free[np.argmax(free.real)]
assert abs(oscillator(free)) < 1e-9

# Peaks of the full p-polarised spectrum, and their absence in the other cases.
def p_spectrum(x):
    return full_absorbance(x, oscillator(x), D, THETA, "p")[0]


to_pos, to_top = peak(p_spectrum, 950, 1050)
lo_pos, lo_top = peak(p_spectrum, 1130, 1250)
assert abs(lo_pos - NU_L) < 1 and abs(to_pos - NU_T) < 1
window = np.arange(1100.0, 1300.0, 0.5)
eps_w = oscillator(window)
for angle, pol in ((0.0, "p"), (0.0, "s"), (THETA, "s")):
    assert np.all(np.diff(full_absorbance(window, eps_w, D, angle, pol)) < 0)
    assert np.all(np.diff(full_absorptance(window, eps_w, D, angle, pol)) < 0)
sn, cs = np.sin(THETA), np.cos(THETA)
q_sub = np.sqrt(EPS_S - sn**2)
ratio_formula = EPS_S * sn**2 / (cs * q_sub * EPS_INF**2)
assert abs(lo_top / to_top / ratio_formula - 1) < 0.03


# Heat from the fields in the film, split into normal and parallel parts.
def heat_parts(nu):
    eps = oscillator(nu)
    _, a, b, _, refl, trans = solve_film(nu, eps, D, THETA, "p")
    x, w = np.polynomial.legendre.leggauss(8)
    z, w = D * (x + 1) / 2, w * D / 2
    k, qf = 2 * np.pi * nu, np.sqrt(eps - sn**2)
    fwd, bwd = a * np.exp(1j * k * qf * z), b * np.exp(-1j * k * qf * z)
    e_par, e_norm = qf / eps * (fwd - bwd), sn * (fwd + bwd) / eps
    par = k / cs * eps.imag * np.sum(w * abs(e_par)**2)
    norm = k / cs * eps.imag * np.sum(w * abs(e_norm)**2)
    total = (1 - refl - trans)[0]
    assert abs((par + norm) / total - 1) < 1e-8
    return total, norm / (par + norm)


heat_to, share_to = heat_parts(NU_T)
heat_lo, share_lo = heat_parts(NU_L)
assert share_lo > 0.98 and share_to < 0.05

# Weak damping: first order fails, the unexpanded thin-film form holds.
gamma_weak = 1.0
eps_weak = oscillator(NU_L, gamma_weak)
weak_full = full_absorbance(NU_L, eps_weak, D, THETA, "p")[0]
weak_first = thin_absorbance(NU_L, eps_weak, D, THETA, "p")
x_film = ((cs * q_sub * eps_weak + EPS_S * (1 - sn**2 / eps_weak))
          / (cs * EPS_S + q_sub))
weak_closed = 2 * np.log(abs(1 - 2j * np.pi * NU_L * D * x_film))
assert abs(weak_closed - weak_full) < 1e-4
assert weak_first / weak_full > 1.05

# Disordered network: Gaussian spread of transverse wavenumbers.
SPREAD, GAMMA_DIS = 25.0, 20.0
centres = NU_T + SPREAD * np.linspace(-4, 4, 81)
weights = np.exp(-0.5 * ((centres - NU_T) / SPREAD)**2)
weights /= weights.sum()


def disordered(nu):
    nu = np.atleast_1d(nu)[:, None]
    terms = weights / (centres**2 - nu**2 - 1j * GAMMA_DIS * nu)
    return EPS_INF + STRENGTH * NU_T**2 * terms.sum(axis=1)


dis_zero = brentq(lambda x: disordered(x)[0].real, 1120, 1350)
dis_peak, dis_top = peak(
    lambda x: full_absorbance(x, disordered(x), D, THETA, "p")[0], 1130, 1250)
assert abs(dis_peak - dis_zero) < 5
dis_normal = full_absorbance(window, disordered(window), D, 0.0, "p")
assert np.all(np.diff(dis_normal) < 0)

eps_t, eps_l = oscillator(NU_T), oscillator(NU_L)
print(f"eps_inf = {EPS_INF}, strength f = {STRENGTH}, eps_s = {EPS_S}")
print(f"TO wavenumber = {NU_T:.1f} cm^-1, damping = {GAMMA:.1f} cm^-1")
print(f"thickness = {D_NM:.1f} nm, angle = {THETA_DEG:.1f} degrees")
print(f"LO wavenumber from formula = {NU_L:.2f} cm^-1")
print(f"TO and LO in energy = {NU_T*MEV:.2f}, {NU_L*MEV:.2f} meV")
print(f"k d at LO = {2*np.pi*NU_L*D:.3e}")
print(f"q_s at this angle = {q_sub:.4f}")
print(f"eps at TO = {eps_t.real:.4f} + {eps_t.imag:.4f} i")
print(f"eps at LO = {eps_l.real:.4f} + {eps_l.imag:.4f} i")
print(f"Im(-1/eps) at TO, LO = {(-1/eps_t).imag:.4f}, {(-1/eps_l).imag:.4f}")
print(f"|1/eps| at LO = {abs(1/eps_l):.4f}")
print(f"zero of Re eps = {nu_zero:.2f} cm^-1")
print(f"its distance below LO = {NU_L-nu_zero:.3f} cm^-1")
print(f"same distance, estimate = {shift_formula:.3f} cm^-1")
for name in ("TO", "LO"):
    print(f"{name} loss term: peak = {shape[name][0]:.2f} cm^-1, "
          f"full width = {shape[name][1]:.2f} cm^-1")
print(f"free normal mode = {free.real:.2f} - {-free.imag:.2f} i cm^-1")
print(f"p spectrum: TO peak = {to_pos:.2f} cm^-1, absorbance = {to_top:.5f}")
print(f"p spectrum: LO peak = {lo_pos:.2f} cm^-1, absorbance = {lo_top:.5f}")
print(f"LO/TO height ratio, full solution = {lo_top/to_top:.4f}")
print(f"LO/TO height ratio, isolated bands = {ratio_formula:.4f}")
print(f"thin-film absorbance at LO = "
      f"{thin_absorbance(NU_L, eps_l, D, THETA, 'p'):.5f}")
print("largest first-order error / spectrum maximum, 0 to 80 degrees:")
print(f"  absorptance {100*worst['absorptance']:.2f} %, "
      f"absorbance {100*worst['absorbance']:.2f} %")
print(f"absorptance error / peak absorbance = "
      f"{min(law_ratios):.3f} to {max(law_ratios):.3f}")
print(f"absorptance at TO = {heat_to:.5f}, E_z share = {100*share_to:.2f} %")
print(f"absorptance at LO = {heat_lo:.5f}, E_z share = {100*share_lo:.2f} %")
print(f"s-polarised absorbance at LO, same angle = "
      f"{full_absorbance(NU_L, eps_l, D, THETA, 's')[0]:.6f}")
for deg in (0, 20, 40, 60, 80):
    rad = np.radians(deg)
    val_t = full_absorbance(NU_T, eps_t, D, rad, "p")[0]
    val_l = full_absorbance(NU_L, eps_l, D, rad, "p")[0]
    print(f"p absorbance at {deg} degrees: TO = {val_t:.6f}, LO = {val_l:.6f}")
print(f"weak damping = {gamma_weak:.1f} cm^-1, absorbance at LO:")
print(f"  full = {weak_full:.4f}, first order = {weak_first:.4f}, "
      f"unexpanded = {weak_closed:.4f}")
print(f"disorder: spread (standard deviation) = {SPREAD:.1f} cm^-1, "
      f"damping = {GAMMA_DIS:.1f} cm^-1")
print(f"disorder: zero of Re eps = {dis_zero:.2f} cm^-1")
print(f"disorder: LO peak = {dis_peak:.2f} cm^-1, absorbance = {dis_top:.5f}")
print("all assertions hold")
```

Printed output:

```
eps_inf = 2.0, strength f = 0.8, eps_s = 12.0
TO wavenumber = 1000.0 cm^-1, damping = 50.0 cm^-1
thickness = 2.0 nm, angle = 60.0 degrees
LO wavenumber from formula = 1183.22 cm^-1
TO and LO in energy = 123.98, 146.70 meV
k d at LO = 1.487e-03
q_s at this angle = 3.3541
eps at TO = 2.0000 + 16.0000 i
eps at LO = 0.0428 + 0.2895 i
Im(-1/eps) at TO, LO = 0.0615, 3.3806
|1/eps| at LO = 3.4174
zero of Re eps = 1179.45 cm^-1
its distance below LO = 3.764 cm^-1
same distance, estimate = 3.698 cm^-1
TO loss term: peak = 1000.00 cm^-1, full width = 50.00 cm^-1
LO loss term: peak = 1183.22 cm^-1, full width = 50.00 cm^-1
free normal mode = 1182.95 - 25.00 i cm^-1
p spectrum: TO peak = 1000.10 cm^-1, absorbance = 0.00735
p spectrum: LO peak = 1183.15 cm^-1, absorbance = 0.00981
LO/TO height ratio, full solution = 1.3346
LO/TO height ratio, isolated bands = 1.3416
thin-film absorbance at LO = 0.00983
largest first-order error / spectrum maximum, 0 to 80 degrees:
  absorptance 2.16 %, absorbance 0.52 %
absorptance error / peak absorbance = 0.980 to 1.005
absorptance at TO = 0.00532, E_z share = 3.58 %
absorptance at LO = 0.01240, E_z share = 99.10 %
s-polarised absorbance at LO, same angle = 0.000225
p absorbance at 0 degrees: TO = 0.008987, LO = 0.000194
p absorbance at 20 degrees: TO = 0.008842, LO = 0.001149
p absorbance at 40 degrees: TO = 0.008368, LO = 0.004133
p absorbance at 60 degrees: TO = 0.007347, LO = 0.009806
p absorbance at 80 degrees: TO = 0.004626, LO = 0.021626
weak damping = 1.0 cm^-1, absorbance at LO:
  full = 0.4332, first order = 0.4836, unexpanded = 0.4331
disorder: spread (standard deviation) = 25.0 cm^-1, damping = 20.0 cm^-1
disorder: zero of Re eps = 1185.57 cm^-1
disorder: LO peak = 1186.18 cm^-1, absorbance = 0.02370
all assertions hold
```
